# Reading a Schottky barrier from the temperature dependence of saturation current

## Question

I am practising barrier extraction on a model Schottky diode before I trust myself with real data. The model is a metal on n-type (100) silicon with a uniform barrier of 0.70 eV that does not change with temperature. Electrons cross it by thermionic emission alone. I have the saturation current density $J$ at eleven temperatures from 250 to 350 K. Three of the values are

- 250 K: $1.1928\times10^{-7}$ A/cm²
- 300 K: $3.8621\times10^{-5}$ A/cm²
- 350 K: $2.5156\times10^{-3}$ A/cm²

I plotted $\ln J$ against $1/kT$, expecting the slope to be minus the barrier. The points lie on what looks like a perfect straight line, but its slope gives 0.751 eV. I know that there is a $T^2$ in front of the exponential. It changes by a factor of two over my range, while the current changes by a factor of twenty thousand, so I left it out. Can it really be responsible? And if the line is straight, what is the energy that I have measured?

## Answer

Yes, the $T^2$ is responsible. The energy you found has a definite meaning, but it is not the height of the barrier. To see both points it helps to derive the prefactor.

### Where the $T^2$ comes from

Let $\phi$ be the energy of the barrier top above the metal Fermi level, and write $\beta=1/kT$, with $\phi$ and $kT$ in the same energy unit. At zero bias equal electron fluxes cross the junction in the two directions. A forward bias $V$ multiplies the flux from the semiconductor by $e^{qV/kT}$ and leaves the flux from the metal unchanged, so the net current density is $J(e^{qV/kT}-1)$. The saturation value $J$ is therefore the one-way flux at zero bias, and it is found by taking the forward current at $qV\gg kT$, where it is $Je^{qV/kT}$, and extrapolating the straight line of its logarithm back to $V=0$. The condition matters: over 250–350 K, dropping the $-1$ biases the extracted barrier by about −10 meV for a fit window of 0.05–0.15 V, −3 meV for 0.10–0.20 V and −1 meV for 0.15–0.25 V. Dividing the current by $1-e^{-qV/kT}$ before taking the logarithm removes this bias.

An electron at the barrier top with momentum $\mathbf p$ in one of silicon's conduction valleys has the energy

$$E=\phi+\frac{p_x^2}{2m_x}+\frac{p_y^2}{2m_y}+\frac{p_z^2}{2m_z},$$

where $x$ is the normal to the contact. With two spin states per phase-space cell $h^3$, velocity $p_x/m_x$, and every electron with $p_x>0$ assumed to cross,

$$J=\frac{2q}{h^3}\sum_{\text{valleys}}\int_{p_x>0}\frac{p_x}{m_x}\,f(E)\,d^3p .$$

For $\phi\gg kT$ the Fermi function $f$ reduces to $e^{-\beta E}$, and the integral splits into three factors. The normal one is

$$\int_0^\infty \frac{p_x}{m_x}\,e^{-\beta p_x^2/2m_x}\,dp_x=\int_0^\infty e^{-\beta\varepsilon}\,d\varepsilon=kT,$$

with $\varepsilon=p_x^2/2m_x$ and $d\varepsilon=p_x\,dp_x/m_x$. The two transverse ones are Gaussian integrals,

$$\sqrt{2\pi m_ykT}\,\sqrt{2\pi m_zkT}=2\pi kT\sqrt{m_ym_z}.$$

One power of $T$ comes from the normal motion and one from the transverse motion:

$$J=A^*T^2e^{-\phi/kT},\qquad A^*=\frac{4\pi qk^2}{h^3}\sum_{\text{valleys}}\sqrt{m_ym_z}.$$

On a (100) surface two valleys have their long axis along the normal and contribute $m_t$ each. The other four contribute $\sqrt{m_lm_t}$ each. With $m_l=0.92$ and $m_t=0.19$ in units of the free-electron mass, the sum is $2(0.19)+4\sqrt{0.92\times0.19}=2.052$, so $A^*=120.17\times2.052=246.6$ A/cm²K². Your currents agree with this law. They were obtained by integrating the flux numerically with the full Fermi function, so the agreement also tests the algebra above.

### What the plain slope measures

Since $T=1/(k\beta)$, the logarithm of the current is

$$\ln J=\ln\frac{A^*}{k^2}-2\ln\beta-\beta\phi .$$

Differentiate with respect to $\beta$ and change the sign:

$$E_A\equiv-\frac{d\ln J}{d\beta}=\phi+\frac{2}{\beta}=\phi+2kT .$$

At 300 K, $kT=25.85$ meV, so the excess is 51.7 meV and the local slope is 0.7517 eV. Contact area and $A^*$ add constants to $\ln J$ and cannot affect the slope.

The excess has a direct physical meaning. Apart from constants, $J$ is $\int (p_x/m_x)\,e^{-\beta E}d^3p$, and $\beta$ appears only in the exponential. Differentiating under the integral gives

$$-\frac{d\ln J}{d\beta}=\frac{\int (p_x/m_x)\,E\,e^{-\beta E}\,d^3p}{\int (p_x/m_x)\,e^{-\beta E}\,d^3p}=\langle E\rangle .$$

This is the mean energy of the electrons that cross, measured from the Fermi level. The barrier is the least energy they can have, and the mean lies above it. The mean normal kinetic energy is

$$\frac{\int_0^\infty\varepsilon e^{-\beta\varepsilon}d\varepsilon}{\int_0^\infty e^{-\beta\varepsilon}d\varepsilon}=\frac{1/\beta^2}{1/\beta}=kT .$$

It is $kT$ and not $kT/2$ because fast electrons arrive more often. The two transverse directions add $kT/2$ each, which makes $2kT$ in all. The numerical flux integral gives a mean energy of 0.7517 eV, equal to the slope found separately by differencing $\ln J$.

### Why a factor of two matters

The slope depends on the change of the logarithm, so compare logarithms. Between 250 and 350 K,

$$\ln\frac{J_2}{J_1}=\ln\frac{2.5156\times10^{-3}}{1.1928\times10^{-7}}=9.957,\qquad 2\ln\frac{T_2}{T_1}=2\ln1.4=0.673 .$$

The second number is about 7 % of the first, and 7 % of 0.75 eV is about 50 meV. In full, with $k=25.85/300=0.08617$ meV/K,

$$\beta_1-\beta_2=\frac{T_2-T_1}{kT_1T_2}=\frac{100}{0.08617\times10^{-3}\times87500}=13.26\ \text{eV}^{-1}.$$

The plain two-point slope is $9.957/13.26=0.751$ eV. Removing the $T^2$ first gives $(9.957-0.673)/13.26=0.700$ eV.

The two-point excess can be written in closed form:

$$\frac{2\ln(T_2/T_1)}{\beta_1-\beta_2}=2k\,\frac{T_1T_2\ln(T_2/T_1)}{T_2-T_1}=50.7\ \text{meV}.$$

For a least-squares line through all the points $y_i=\ln J_i$, use the identity

$$\sum_{i<j}(\beta_i-\beta_j)(y_i-y_j)=n\sum_i\beta_iy_i-\sum_i\beta_i\sum_jy_j=n\sum_i(\beta_i-\bar\beta)(y_i-\bar y),$$

and the same identity with $y$ replaced by $\beta$. Their ratio is the fitted slope. It is therefore the average of the slopes of all the chords between pairs of points, with weights $(\beta_i-\beta_j)^2$. By the mean value theorem, each chord has an excess of $2k$ times some temperature between its ends. The fitted excess must then lie between $2k(250\ \text{K})=43$ meV and $2k(350\ \text{K})=60$ meV. Your eleven points give 50.8 meV, which corresponds to 294.7 K. "Add $2kT$" thus refers to a temperature inside the range of the fit.

### Why the line looks straight

Put $\beta=\beta_0(1+x)$, with $\beta_0$ the middle of the range. The prefactor contributes

$$-2\ln(1+x)=-2x+x^2-\dots$$

The linear term changes the slope, and a straight-line fit absorbs it completely. Only the curvature could give the prefactor away. Here $|x|\le(T_2-T_1)/(T_2+T_1)=1/6$, so $x^2$ is at most 0.028, and the fitted line takes up part of that. The largest residual of your plain fit is 0.017 in $\ln J$, or 1.7 % in current, on a plot that spans 9.96. Straightness shows that the slope is nearly constant. It does not show that the slope is $\phi$.

The intercept hides the error as well. The line tangent to the plot at $T_0$ has the prefactor

$$J_{00}=J(T_0)\,e^{(\phi+2kT_0)/kT_0}=e^2A^*T_0^2 ,$$

which is 7.39 times too large and compensates for the excess slope near $T_0$. The trouble starts when the slope is taken out of its own fit and used as a barrier in $A^*T^2e^{-\phi/kT}$. The local slope then gives a current too small by $e^{-2}=0.135$. Your fitted value gives $e^{-50.79/25.85}=0.140$ of the true current at 300 K.

### What to plot instead

Divide by $T^2$ before taking the logarithm:

$$\ln\frac{J}{T^2}=\ln A^*-\frac{\phi}{kT}.$$

For your data the slope gives 0.7000 eV and the intercept gives 246.6 A/cm²K², the values that went in. If $A^*$ is known independently, one temperature is enough. At 300 K,

$$\phi=kT\ln\frac{A^*T^2}{J}=0.02585\,\ln\frac{246.6\times300^2}{3.8621\times10^{-5}}=0.02585\times27.08=0.700\ \text{eV}.$$

### If the barrier changes with temperature

The corrected plot returns the barrier only if the barrier is constant. For a general $\phi(T)$ its slope gives

$$\frac{d(\beta\phi)}{d\beta}=\phi+\beta\frac{d\phi}{d\beta}=\phi-T\frac{d\phi}{dT},$$

because $\beta\,d/d\beta=-T\,d/dT$. Take $\phi=\phi_0-\alpha T$ with $\alpha=0.25$ meV/K, and keep the barrier at 300 K equal to 0.700 eV. The corrected slope is then $\phi_0=0.775$ eV, the linear extrapolation to absolute zero. The plain slope is 0.826 eV. It exceeds the 300 K barrier by 126 meV, of which 75 meV is drift and 51 meV is the missing $T^2$. The drift leaves no curvature at all, since $-\beta\phi=-\beta\phi_0+\alpha/k$. It multiplies the apparent $A^*$ by $e^{\alpha/k}=e^{2.90}\approx18$.

In the opposite case, a barrier that rises by $2k=0.17$ meV/K, the plain slope $\phi-T\,d\phi/dT+2kT$ equals $\phi(T)$. The two errors then cancel, which is no argument for the plain plot.

### How far this carries over to a real diode

A barrier of 0.70 eV and a donor density of $10^{16}$ cm⁻³ are ordinary values for a metal on moderately doped n-type silicon. The masses and other material values are rough typical ones. The value 246.6 A/cm²K² is that of the ideal model. The effective constant commonly quoted for real n-type silicon diodes, reduced by quantum reflection and phonon backscattering, is nearer 110–120 A/cm²K², and using 246.6 in its place raises a one-temperature barrier by about 20 meV at 300 K. The assumption most at risk is the constant barrier. Silicon's gap narrows by very roughly 0.25 meV/K near room temperature, and a barrier that followed it fully would give the 75 meV shift above, more than the $2kT$ itself.

The other neglected effects can be sized one at a time, as shifts of the corrected slope away from 0.700 eV:

- **Image force: −25 meV.** The peak field of 0.038 MV/cm lowers the barrier by 22 meV at 300 K. The shift is larger than the lowering because the band bending, and with it the field, falls as the diode warms.
- **Tunnelling: −16 meV.** A WKB estimate for a sharp triangular barrier, with the light mass for all electrons, gives a tunnelling current 0.58 times the thermionic one at 300 K. This is probably an overestimate. WKB is crude close to the barrier top, where much of this current flows, and the estimate leaves out two things that reduce the effect: the image force rounds the sharp tip, and some electrons just above the top are reflected. With both included through a smooth-barrier transmission formula, the shift, counted on top of the image-force shift, shrinks to about −3 meV. Reflection at the metal interface itself depends on how the interface is modelled and moves this figure between roughly −6 and +6 meV, so even its sign can reverse. Take the number as a rough upper size, not as a correction to apply.
- **Uneven barrier: −16 meV** for a Gaussian spread $\sigma=20$ meV, an assumed value, with patches conducting independently in parallel. Averaging $e^{-\beta\phi}$ gives $e^{-\beta\bar\phi+\beta^2\sigma^2/2}$, whose slope is $\bar\phi-\sigma^2/kT$.
- **Limited supply of electrons: −8 meV.** Drift through the depletion layer divides the current by $1+r$, where $r=v_{\rm em}/v_{\rm dr}$ is the ratio of emission to drift velocity, 0.11 at 300 K. This takes $v_{\rm dr}$ as the low-field mobility (1200 cm²/Vs) times the peak field, $4.6\times10^{7}$ cm/s, which is above silicon's saturation velocity of about $10^{7}$ cm/s. The mean free path, roughly 40 nm, is also longer than the 7 nm over which the band drops by $kT$, so the drift picture is stretched here. With a saturating velocity $r$ rises to 0.5–0.6 and the shift lies between about −5 and −12 meV, depending on the velocity–field law chosen. Read the figure as an order of size only.
- **Generation in the depletion layer: −0.1 meV**, an upper size from the reverse-bias formula $qn_iW/2\tau$ (near zero or forward bias the shift is below 0.01 meV), for an assumed lifetime of 1 µs.

Replacing the Fermi function by the Boltzmann factor changes $J$ by about two parts in $10^{11}$ at 350 K.

The supply effect also shows what happens when the prefactor is not $T^2$. A prefactor $T^n$ gives an excess of $nkT$, by the same differentiation as before. The emission velocity is $v_{\rm em}=A^*T^2/(qN_c)$, with $N_c\propto T^{3/2}$ the effective density of states of the conduction band. For $r\gg1$ the current therefore becomes $qN_cv_{\rm dr}e^{-\phi/kT}$. With a mobility falling as $T^{-2.4}$ and the slow change of the field ignored, $n=1.5-2.4=-0.9$. The plain slope would then lie about 23 meV below the barrier at 300 K. Including the fall of the field with temperature, at the doping of this diode, makes $n\approx-1.2$ and the offset about 31 meV. This limit needs a much lower mobility or field than the diode above has, and the exponent changes on the way there. At $10^{12}$ cm⁻³, where $r\approx16$, the band bending is smaller, the field falls faster, and $n\approx-2.0$, an offset of about 52 meV. In low-mobility material the $T^{-2.4}$ law need not hold. The $2kT$ belongs to thermionic emission and not to every activated current.

As estimated here, the first four shifts are negative (the sign of the tunnelling term being the least certain) and together comparable with $2kT$, though they should not simply be added: the image force, for one, changes the shape of the barrier that the electrons tunnel through. If the barrier is constant and the spread is as small as assumed, they could bring a plain slope close to the true barrier by accident. A barrier that follows the gap adds +75 meV, and the patch term grows as $\sigma^2$ (near −100 meV at $\sigma=50$ meV), so in a real diode the net error can have either sign. Dividing by $T^2$ removes the one contribution that is known in advance. What remains between the corrected slope and the barrier is then a question about the diode. The numerical output below lists all eleven currents, so you can repeat both fits.

## Computed values

```
barrier phi: 0.700 eV
masses m_l, m_t: 0.92, 0.19 m0
relative permittivity: 11.7
donor density: 1.0e+16 1/cm3
free-electron Richardson constant: 120.17 A/cm2/K2
mass factor for (100) silicon: 2.052
Richardson constant A*: 246.6 A/cm2/K2
kT at 300 K: 25.85 meV
2kT at 300 K: 51.70 meV
J at 250 K: 1.1928e-07 A/cm2
J at 260 K: 4.5017e-07 A/cm2
J at 270 K: 1.5442e-06 A/cm2
J at 280 K: 4.8633e-06 A/cm2
J at 290 K: 1.4187e-05 A/cm2
J at 300 K: 3.8621e-05 A/cm2
J at 310 K: 9.8774e-05 A/cm2
J at 320 K: 2.3870e-04 A/cm2
J at 330 K: 5.4784e-04 A/cm2
J at 340 K: 1.1995e-03 A/cm2
J at 350 K: 2.5156e-03 A/cm2
local Arrhenius slope, 300 K: 0.7517 eV
mean energy of crossing electrons: 0.7517 eV
mean normal kinetic energy: 25.85 meV
tangent prefactor / (A* T^2): 7.389
plain fit, apparent barrier: 0.7508 eV
plain fit, excess over phi: 50.79 meV
temperature matching the excess: 294.7 K
plain fit, largest residual in ln J: 0.0172
span of ln J over the range: 9.96
J(300 K) factor if plain barrier reused: 0.140
T^2-corrected fit, barrier: 0.7000 eV
T^2-corrected fit, A*: 246.6 A/cm2/K2
two-point slope, 250 and 350 K: 0.7507 eV
two-point excess: 50.74 meV
barrier drift assumed: 0.25 meV/K
drifting barrier, corrected fit: 0.7750 eV
drifting barrier, plain fit: 0.8258 eV
peak field at 300 K: 0.0381 MV/cm
depletion width at 300 K: 246 nm
image lowering at 300 K: 21.7 meV
slope shift, image force: -24.7 meV
tunnel/thermionic current, 300 K: 0.58
slope shift, tunnelling: -15.6 meV
mobility at 300 K: 1200 cm2/Vs, power of T: -2.4
emission/drift velocity, 300 K: 0.110
slope shift, diffusion limit: -7.9 meV
gap 1.12 eV, hole mass 1.0 m0, lifetime 1.0 us
generation/thermionic current, 250 K: 1.8e-03
slope shift, generation: -0.110 meV
barrier spread assumed: 20 meV
slope shift, barrier spread: -15.9 meV
degeneracy correction to J, 350 K: 2.1e-11
```
